# Differential Hall Profiling: Slice Recovery, Noise Amplification and Step Size

## 1. The measurement

A shallow doped layer has been implanted and annealed, and one wants to know how many carriers it holds at each depth. A Hall measurement gives two numbers for the whole layer, a sheet resistance and a sheet Hall coefficient. Each combines contributions from all depths, so neither number reveals a depth profile. If a thin slice is removed from the top and the measurement repeated, the change in the readings belongs to that slice. The slice can be made thinner to sharpen the profile, but its contribution then becomes a small difference between two large, noisy readings. The numerical question is how thin it should be.

Let $z$ run downward from the original surface, and let the layer end at $z=z_b$, isolated from what lies below. At depth $z$ the carrier density is $n$ and the mobility $\mu$. Removal to depth $z_i$ is assumed to leave the remaining material unchanged. The lateral electric field is taken to be the same at all depths, which suits a film much thinner than its lateral size.

## 2. From readings to additive quantities

Take positive carriers first, with a magnetic field $B$ along $z$. The drift velocity obeys

$$v_x=\mu(E_x+Bv_y),\qquad v_y=\mu(E_y-Bv_x).$$

Substituting each equation into the other gives

$$v_x=\frac{\mu(E_x+\mu BE_y)}{1+\mu^2B^2},\qquad
v_y=\frac{\mu(E_y-\mu BE_x)}{1+\mu^2B^2}.$$

Multiplying by $en$ and integrating over the remaining depth gives the currents per unit width,

$$K_x=SE_x+TE_y,\qquad K_y=-TE_x+SE_y,$$

$$S=\int_z^{z_b}\frac{en\mu}{1+\mu^2B^2}\,dz',\qquad
T=\int_z^{z_b}\frac{en\mu^2B}{1+\mu^2B^2}\,dz'.$$

For electrons $T$ changes sign; below, the Hall coefficient means its magnitude. No current flows across the sample, so $K_y=0$ and $E_y=(T/S)E_x$. Then $K_x=(S+T^2/S)E_x$, and the readings are

$$R=\frac{E_x}{K_x}=\frac{S}{S^2+T^2},\qquad
H=\frac{E_y}{BK_x}=\frac{T}{B(S^2+T^2)}.$$

Here $H=V_H/(IB)$, with $V_H$ the Hall voltage and $I$ the current. For $(\mu B)^2\ll1$, $S$ tends to $G$ and $T$ to $BM$, where

$$G=\int_z^{z_b}en\mu\,dz',\qquad M=\int_z^{z_b}en\mu^2\,dz'.$$

Since $T^2\ll S^2$, it follows that $R=1/G$ and $H=M/G^2$, or

$$\boxed{G=\frac1R,\qquad M=\frac{H}{R^2}.}$$

Unlike $R$ and $H$, the quantities $G$ and $M$ are sums over depth and can be subtracted. The Hall factor, which corrects for carriers having a spread of relaxation times and masses, has been set to one; Section 9 restores it.

## 3. The recovery algorithm

Let $\Delta G=G_i-G_{i+1}$ and $\Delta M=M_i-M_{i+1}$ be the losses when a slice of thickness $d=z_{i+1}-z_i$ is removed. If the slice is uniform,

$$\Delta G=en\mu d,\qquad \Delta M=en\mu^2d.$$

Their ratio gives $\mu$. Squaring the first and dividing by the second eliminates $\mu$:

$$\boxed{\mu=\frac{\Delta M}{\Delta G},\qquad
n_{\rm rec}=\frac{(\Delta G)^2}{e\,d\,\Delta M}.}$$

The algorithm is therefore:

1. Read $R_i$, $H_i$ and $z_i$ before the first removal and after each one.
2. Convert every pair of readings to $G_i$ and $M_i$.
3. Subtract neighbouring values, apply the two formulas, and assign the results to the slice midpoint.

The material below the slice may have any profile, because its contribution cancels in the differences.

## 4. Error from a finite slice

In a graded slice, let angle brackets denote the depth average. Then

$$n_{\rm rec}=\frac{\langle n\mu\rangle^2}{\langle n\mu^2\rangle}.$$

Write $n\mu=\sqrt n\,(\sqrt n\,\mu)$. The Cauchy-Schwarz inequality gives $\langle n\mu\rangle^2\le\langle n\rangle\langle n\mu^2\rangle$, so $n_{\rm rec}\le\langle n\rangle$. Equality requires uniform mobility wherever carriers are present.

The error relative to the midpoint density follows from a Taylor expansion. For a smooth function $f$, the linear term averages to zero and $\langle x^2\rangle=d^2/12$, with $x$ measured from the midpoint. Thus $\langle f\rangle=f+d^2f''/24$ to second order. With $A=n\mu$ and $C=n\mu^2$,

$$n_{\rm rec}=\frac{A^2}{C}\left[1+\frac{d^2}{24}
\left(\frac{2A''}{A}-\frac{C''}{C}\right)\right].$$

The two second derivatives are

$$\frac{A''}{A}=\frac{n''}{n}+\frac{2n'\mu'}{n\mu}+\frac{\mu''}{\mu},$$

$$\frac{C''}{C}=\frac{n''}{n}+\frac{4n'\mu'}{n\mu}
+2\left(\frac{\mu'}{\mu}\right)^2+\frac{2\mu''}{\mu}.$$

In $2A''/A-C''/C$ the mixed terms and the terms in $\mu''$ cancel. Since $A^2/C=n$,

$$\boxed{n_{\rm rec}=n+\frac{d^2}{24}\left[n''-2n\left(\frac{\mu'}{\mu}\right)^2\right].}$$

The first term is ordinary averaging over a curved profile. The second is the cost of a changing mobility. Call the relative bias $bd^2$.

## 5. Propagation of reading errors

Let $\rho_i$ and $\eta_i$ be the relative errors of $R_i$ and $H_i$, and $\zeta_i$ the error of the depth reading. They are independent, with standard deviations $s_R$, $s_H$ and $s_z$. To first order,

$$\delta G_i=-G_i\rho_i,\qquad \delta M_i=M_i(\eta_i-2\rho_i).$$

The logarithm of the recovery formula gives

$$\delta\ln n_{\rm rec}=\frac{2\,\delta(\Delta G)}{\Delta G}
-\frac{\delta(\Delta M)}{\Delta M}-\frac{\zeta_{i+1}-\zeta_i}{d}.$$

Define $g_i=G_i/\Delta G$ and $m_i=M_i/\Delta M$, and for the lower boundary $g_{i+1}=G_{i+1}/\Delta G=g_i-1$ and $m_{i+1}=M_{i+1}/\Delta M=m_i-1$. The coefficient of $\rho_i$ is $-2g_i+2m_i$. That of $\rho_{i+1}$ is $2g_{i+1}-2m_{i+1}=-2(m_i-g_i)$, equal and opposite. Hence

$$\delta\ln n_{\rm rec}=2(m_i-g_i)(\rho_i-\rho_{i+1})
-m_i\eta_i+m_{i+1}\eta_{i+1}-\frac{\zeta_{i+1}-\zeta_i}{d}.$$

Squaring and averaging removes the cross terms:

$$\boxed{\operatorname{Var}(\ln n_{\rm rec})=8s_R^2(m_i-g_i)^2
+s_H^2(m_i^2+m_{i+1}^2)+\frac{2s_z^2}{d^2}.}$$

Two special cases explain its structure. If the mobility is uniform, $M=\mu G$, so $m_i=g_i$ and resistance noise drops out at this order. The reason is that, at fixed Hall readings, $n_{\rm rec}$ depends on the resistances only through the ratio $R_i/R_{i+1}$, and it has a minimum where this ratio equals $H_i/H_{i+1}$. Uniform mobility gives $H=\mu R$ and so places the readings exactly at that minimum, where a small resistance error has no first-order effect.

If all readings share one calibration error, put $\rho_i=\rho_{i+1}$ and $\eta_i=\eta_{i+1}=\eta$. The resistance term vanishes and the Hall terms give $-(m_i-m_{i+1})\eta=-\eta$. A common error rescales the profile but is not amplified by thin steps. Amplification comes from errors that differ between readings.

## 6. The thin-step law and the best step

For small $d$, $\Delta G\simeq en\mu d$ and $\Delta M\simeq en\mu^2d$. Introduce two lengths at the slice midpoint,

$$\Lambda_G=\frac{G}{en\mu},\qquad \Lambda_M=\frac{M}{en\mu^2}.$$

$\Lambda_M$ is the thickness of material with the local density and mobility that would supply all of the remaining $M$. Then $g_i\simeq\Lambda_G/d$, while $m_i$ and $m_{i+1}$ both approach $\Lambda_M/d$. The relative noise becomes $a/d$, with

$$a^2=2s_H^2\Lambda_M^2+8s_R^2(\Lambda_M-\Lambda_G)^2+2s_z^2.$$

Halving the step therefore doubles the relative noise of each density, at fixed reading errors.

If the aim is the density at the midpoint, the mean squared relative error is

$$F(d)=\frac{a^2}{d^2}+b^2d^4.$$

Setting $F'=-2a^2/d^3+4b^2d^3$ to zero gives $d^6=a^2/(2b^2)$, or

$$\boxed{d_{\rm opt}=\left(\frac{a}{\sqrt2\,|b|}\right)^{1/3}.}$$

At this step $b^2d^4=a^2/(2d^2)$: the variance is twice the squared bias, and the root-mean-square (rms) error is $\sqrt{3/2}\,a/d_{\rm opt}$. The cube root makes the optimum insensitive to the noise estimate; an eightfold increase of $a$ doubles the step.

The rule requires $b\ne0$ and a step short enough for the leading terms, $a/d$ in the noise and $bd^2$ in the bias, to be good approximations. Where $b$ vanishes, any limit from bias comes from higher orders; for uniform mobility and a linear density there is none. If the slice average is wanted instead, the bias is different. Subtracting $\langle n\rangle=n+d^2n''/24$ leaves $-(d^2/12)\,n(\mu'/\mu)^2$, which permits thicker slices when the mobility varies slowly.

## 7. Worked example

Take the model profile

$$n=n_0e^{-z/L},\qquad \mu=\mu_0e^{z/L_\mu},$$

with $n_0=2\times10^{20}\ \mathrm{cm^{-3}}$, $L=10$ nm, $\mu_0=60\ \mathrm{cm^2/Vs}$, $L_\mu=60$ nm and $z_b=40$ nm. The reading errors are $s_R=0.1\%$, $s_H=0.5\%$ and $s_z=0.1$ nm.

**One slice.** Before and after removal of the slice from 6 to 12 nm, the noise-free readings are $R=759.28$ and $1304.73$ ohm per square, and $H=5.9936$ and $11.1888$ ohm/T. Conversion gives

$$\Delta G=1.31704-0.76644=0.55060\ \mathrm{mS},$$

$$\Delta M=0.103966-0.065727=0.038239\ \mathrm{S\,cm^2/Vs}.$$

The mobility is $0.038239/(5.5060\times10^{-4})=69.45\ \mathrm{cm^2/Vs}$. With $d=6\times10^{-7}$ cm,

$$n_{\rm rec}=\frac{(5.5060\times10^{-4})^2}
{(1.602\times10^{-19})(6\times10^{-7})(0.038239)}
=8.25\times10^{19}\ \mathrm{cm^{-3}}.$$

The midpoint density is $8.13\times10^{19}\ \mathrm{cm^{-3}}$, so the result is 1.4% high. The bias formula predicts this. For exponentials, $n''/n=1/L^2$ and $\mu'/\mu=1/L_\mu$, hence

$$b=\frac1{24}\left(\frac1{10^2}-\frac2{60^2}\right)
=3.935\times10^{-4}\ \mathrm{nm^{-2}},$$

and $36b=1.4\%$. Because $b$ does not depend on depth here, all six recovered slices are high by about this fraction. Relative to the slice mean, $8.254\times10^{19}\ \mathrm{cm^{-3}}$, the recovered value is 0.08% low, on the side required by the inequality.

For the noise, $m_i=0.103966/0.038239=2.719$, $m_{i+1}=1.719$ and $g_i=1.31704/0.55060=2.392$. The three contributions are

- resistance: $\sqrt8\,(0.1\%)(0.327)=0.09\%$;
- Hall coefficient: $(0.5\%)\sqrt{2.719^2+1.719^2}=1.61\%$;
- depth: $\sqrt2\,(0.1/6)=2.36\%$.

Added in quadrature they give 2.85%. Depth metrology is the largest source in this example.

**Choice of step.** Since $n\mu^2$ decays with length $(1/10-2/60)^{-1}=15$ nm,

$$\Lambda_M=15\left[1-e^{-(40-z)/15}\right]\ \mathrm{nm},$$

with $z$ in nm. At $z=9$ nm this is 13.10 nm. In the same way $n\mu$ decays over 12 nm, and $\Lambda_G=11.09$ nm. Therefore

$$a^2=2(0.0655)^2+8(0.00201)^2+2(0.1)^2=0.0286\ \mathrm{nm^2},$$

so $a=0.169$ nm and

$$d_{\rm opt}=\left(\frac{0.1692}{1.414\times3.935\times10^{-4}}\right)^{1/3}
=6.7\ \mathrm{nm}.$$

Numerical minimization of the error, using the unexpanded variance and bias, also gives 6.7 nm. The table holds the midpoint at 9 nm and the reading errors fixed. Noise is relative to the recovered density and bias to the true midpoint density; the total adds them in quadrature, neglecting this small difference of reference.

| Step (nm) | Noise (%) | Bias (%) | Total (%) |
|---:|---:|---:|---:|
| 0.5 | 33.8 | 0.01 | 33.8 |
| 1 | 16.9 | 0.04 | 16.9 |
| 2 | 8.5 | 0.16 | 8.5 |
| 4 | 4.3 | 0.63 | 4.3 |
| 8 | 2.2 | 2.5 | 3.3 |
| 12 | 1.5 | 5.8 | 6.0 |

At the best step the formula gives an rms error of 3.1%, and a simulation with random reading errors gives 3.2%. The simulated error rises to 5.2% at half this step and 7.4% at twice it.

As a second case, let the depth readings be perfect. Then $a=\sqrt{0.0086}=0.093$ nm, the best step is 5.5 nm and the error 2.1%. Better depth metrology alone shortens the useful step only modestly, because Hall noise remains and the step follows only the cube root of $a$.

## 8. Very thin steps, and recovery by pooling

The linear error formula needs small relative errors in $\Delta G$, $\Delta M$ and $d$. At a step of 0.5 nm the depth error alone is $0.141/0.5=28\%$. The simulated half-width between the 16th and 84th percentiles is then 38.7%, against 33.8% from the linear formula. A percentile width is used because a Gaussian thickness reading has nonzero probability density at zero, so the variance of its reciprocal formally diverges.

A thinner step can even give a negative density. The relative error of one $M$ is $\sqrt{s_H^2+4s_R^2}=0.54\%$. For Gaussian errors, the probability that the measured $\Delta M$ is negative is

$$P=\Phi\!\left(-\frac{\Delta M}
{\sqrt{s_H^2+4s_R^2}\,\sqrt{M_i^2+M_{i+1}^2}}\right),$$

where $\Phi$ is the cumulative normal distribution. At 0.25 nm this is 0.61%, and the simulation finds 0.62%. The measured thickness comes out negative more often, with probability $\Phi(-0.25/0.141)\approx4\%$, and this too reverses the sign of the density. Discarding the negative values is no cure, since it removes one tail of the noise in $\Delta M$ and in the thickness. Averaging all the densities is no cure either, because a ratio whose noisy denominator can pass through zero has no well-defined mean. The differences should be added first, as described below.

Thin removals nevertheless do not destroy information under the stated assumptions. In the thin limit the error of slice $i$ can be written

$$\delta\ln n_i\simeq\frac{X_{i+1}-X_i}{d},\qquad
X_i=\Lambda_M\eta_i-2(\Lambda_M-\Lambda_G)\rho_i-\zeta_i,$$

with the lengths treated as constant over the few slices considered. The variance of each $X_i$ is $a^2/2$. Neighbouring slices share $X_{i+1}$ with opposite signs, so their covariance is $-a^2/(2d^2)$. Each variance is $a^2/d^2$, and the correlation is $-1/2$. If one density comes out too high, its neighbour tends to come out too low.

Averaging $N$ slices cancels the interior readings:

$$\frac1N\sum_{i=0}^{N-1}\frac{X_{i+1}-X_i}{d}
=\frac{X_N-X_0}{Nd}.$$

The standard deviation is $a/(Nd)$, that of one slice of thickness $Nd$. Treating the errors as independent would give $a/(\sqrt N\,d)$, which is too large by $\sqrt N$.

Simulation of six 1 nm slices between 6 and 12 nm, in the small-noise regime and scaled to the stated errors, gives 16.9% noise per slice and a neighbour correlation of $-0.50$. The thickness-weighted average has an error of 2.9%, close to the 2.85% of the single 6 nm slice. The assumption of independence would give 6.9%.

One may therefore remove material in fine steps and choose the bins afterwards, by adding the differences $\Delta G$ and $\Delta M$ before applying the recovery formula. This relies on each depth being read from a fixed reference. If instead every removed thickness carries its own independent error, those errors do not telescope, and their sum grows as $\sqrt N$.

## 9. The model beside a real silicon layer

The parameters are round values in the rough regime of a shallow, heavily doped n-type silicon layer. Real implanted profiles need not be exponential, and a flatter top would change $b$. A depth error of 0.1 nm is demanding. With 0.3 nm and all else fixed, $a$ becomes 0.43 nm, the best step 9 nm and the error about 6%.

The larger corrections come from the physics left out. With a Hall factor $r$, $M$ acquires a factor $r$ inside its integral, so the algorithm returns $n/r$ and $r\mu$ for a uniform slice. For rough silicon masses of 0.92 and 0.19 electron masses, valley anisotropy gives $r=0.87$. At 300 K and the 9 nm density, the Fermi level lies about 2.1 $kT$ above the band edge. A relaxation time growing as energy to the power 3/2, the unscreened-impurity form, then contributes a factor 1.46. The product, 1.27, would make the recovered density 21% too low. Because the factor depends on the Fermi level, it changes with depth: the same estimate gives 1.13 at 3 nm and 1.62 at 33 nm, so the shape of the profile is distorted as well as its scale. These numbers belong to the unscreened law, which overstates the energy dependence at such densities: the screening length at 9 nm is only about 0.6 nm. With screened (Brooks-Herring) impurity scattering and the same bands, the combined factor is about 0.88 at 3 nm, 0.89 at 9 nm and 1.05 to 1.1 at 33 nm, so the density at 9 nm would come out roughly 13% too high instead. Even the sign of the correction depends on the scattering law, and neither estimate is a calibration for silicon.

Surface depletion is the assumption most directly tied to layer removal. If each fresh surface is pinned with 0.5 V of band bending, the depletion approximation gives a depleted depth of 3.1 nm at $z=9$ nm. The density recovered from the 6 nm slice shifts by $-14\%$ relative to the undepleted recovery, far more than its 2.85% noise. More precise readings would not remove this error. It is a severe case: holding this bending at 9 nm takes about $2\times10^{13}$ trapped charges per $\mathrm{cm^2}$ and a surface field of about 3 MV/cm. A surface with too few states cannot sustain it. Deeper in the layer the depletion widens: at $z=30$ nm it would take up all of the remaining 10 nm, and the deepest readings would be lost.

A constant trapped sheet charge behaves differently. Let it remove $N_t$ carriers per unit area, leaving a depleted width $W$. Then

$$\int_{z+W}^{z_b}n\,dz'=\int_z^{z_b}n\,dz'-N_t.$$

For uniform mobility, $G$ and $M$ lose the same amounts before and after a removal, and the differences are unchanged. With the graded mobility of the example and $N_t=3\times10^{12}\ \mathrm{cm^{-2}}$, the density shift is $-0.01\%$. The differences do change, by about $eN_t\,\delta\mu$ in $\Delta G$ and $2eN_t\mu\,\delta\mu$ in $\Delta M$, where $\delta\mu$ is the mobility change across the slice; these cancel to first order in $n_{\rm rec}$ but not in the recovered mobility, which rises by 0.6% here and by about 5% for $N_t=2\times10^{13}\ \mathrm{cm^{-2}}$. What matters for the density is therefore that the sheet charge stays the same from one removal to the next, not that it is absent, provided the mobility varies slowly over the depleted width. A surface that returns each time to the same potential does not meet this condition in a graded profile, as the pinned case shows.

Two other effects are small here. Misreading the midpoint by $s_z/\sqrt2$ changes the assigned density by $0.071/10=0.7\%$, without a factor $1/d$. A field of 0.5 T shifts the recovered density by less than 0.0001%. This is well below $(\mu B)^2\approx10^{-5}$ because, for uniform mobility, $T=\mu BS$ and $S(1+\mu^2B^2)=G$ give $R=1/G$ and $H=\mu/G$ at any field in this model; only the mobility gradient leaves a remainder.

The step-size rule thus balances random error against the bias of a finite slice; it does not cover errors from the surface or the Hall factor, which must be controlled separately. The readings and all six recovered slices are listed in the numerical output below.

## Computed results

```
Surface density 2.0e+20 cm^-3, decay 10 nm
Surface mobility 60 cm2/Vs, growth 60 nm
Layer bottom 40 nm
Errors: R 0.1 %, H 0.5 %, depth 0.1 nm
Readings: depth nm, R ohm/sq, H ohm/T
     0     449.47     3.2529
     6     759.28     5.9936
    12    1304.73    11.1888
    18    2312.21    21.4356
    24    4349.11    43.3377
    30    9339.12    99.3835
    36   30711.81   346.5670
Slices: mid nm, n found, n true (cm^-3), mu found, mu true (cm2/Vs), noise %
     3 1.5027e+20 1.4816e+20   62.84   63.08   2.90
     9 8.2471e+19 8.1314e+19   69.45   69.71   2.85
    15 4.5261e+19 4.4626e+19   76.75   77.04   2.80
    21 2.4840e+19 2.4491e+19   84.83   85.14   2.71
    27 1.3632e+19 1.3441e+19   93.75   94.10   2.61
    33 7.4816e+18 7.3766e+18  103.61  104.00   2.48
Slice 6-12 nm: G before, after 1.31704, 0.76644 mS
  M before, after 0.103966, 0.065727 S cm2/Vs
  dG 0.55060 mS, dM 0.038239 S cm2/Vs
  mean true density 8.2539e+19 cm^-3
At 9 nm: Lambda_M 13.101 nm, Lambda_G 11.094 nm
Noise length a 0.1692 nm, bias factor b 3.9352e-04 nm^-2
Step nm, noise %, bias %, total %, simulated 16-84% half-width %
   0.5   33.83   0.010   33.83   38.70
   1.0   16.92   0.039   16.92   17.50
   2.0    8.47   0.157    8.47    8.53
   4.0    4.25   0.631    4.30    4.30
   8.0    2.16   2.539    3.33    2.21
  12.0    1.48   5.773    5.96    1.56
Best step: formula 6.72 nm, numerical 6.70 nm
Error at best step: formula 3.08 %, simulated 3.20 %
Simulated error at half, double best step: 5.16, 7.44 %
Negative dM at 0.25 nm: simulated 0.62 %, Gaussian 0.61 %
1 nm slices: noise 16.93 %, neighbour correlation -0.499
Average of six: actual 2.87 %, if independent 6.91 %
Finite field 0.5 T: density shift 0.00005 %
Masses 0.92, 0.19 m_e: Hall factor 0.871
At 300 K: Fermi level 2.09 kT above band edge
Scattering Hall factor 1.455, combined 1.267
Midpoint depth error: density 0.71 %
Pinned surface 0.5 V: depletion 3.13 nm, density shift -14.0 %
Trapped charge 3e+12 cm^-2: depletion 0.38 nm, shift -0.01 %
```
